# The Pandya Transformation and Its Self-Inverse Property, Derived Two Ways

A rotationally invariant interaction between fermions is stored as pair elements $V^J_{abcd}$, in which two particles are coupled to total angular momentum $J$. A single excitation of a closed shell couples a particle to a hole. A hole has the opposite charge, so one might set the particle-hole element equal to $-V^J$ at the same $J$. For the $3s\to3p$ excitation of magnesium this fails in a visible way. With direct integral $F$ and exchange integral $K>0$, a $3s3p$ pair has interaction energy $F-K$ in the triplet and $F+K$ in the singlet. The reversed sign gives $-F+K$ and $-F-K$, which puts ${}^1P$ below ${}^3P$ by $2K$. The correct values, obtained at the end, are $-F$ for ${}^3P$ and $-F+2K$ for ${}^1P$. The guess fails because a hole of projection $m$ is a missing particle of projection $-m$, and because the incoming hole is an outgoing particle of the interaction. The pairs coupled in $V^J$ are therefore not the pairs coupled in the excited state.

## Conventions and statement

An orbit $a$ has half-integer $j_a$. Greek letters denote states, $\alpha=(a,m_a)$, with $\bar\alpha=(a,-m_a)$ and $s_\alpha=(-1)^{j_a+m_a}=\pm1$. Clebsch–Gordan coefficients are real, with Condon–Shortley phases, and $\hat J=\sqrt{2J+1}$. The interaction is $V=\tfrac14\sum V_{\alpha\beta\gamma\delta}\,a^\dagger_\alpha a^\dagger_\beta a_\delta a_\gamma$, antisymmetric in $\alpha\beta$ and in $\gamma\delta$; hermiticity is not used.

Let $g$ be the one-particle matrix of $j_z$, $j_+$ or $j_-$. A four-index array $X$ is called scalar if, as a matrix from pairs $\gamma\delta$ to pairs $\alpha\beta$, it commutes with $g\otimes1+1\otimes g$. It then commutes with $J^2$ and $J_z$, so it is diagonal in $J$ and $M$, and with $J_\pm$, so it does not depend on $M$:
$$X_{\alpha\beta\gamma\delta}=\sum_{JM}\langle j_am_aj_bm_b|JM\rangle\langle j_cm_cj_dm_d|JM\rangle X^J_{abcd}.\tag{1}$$
The $V^J_{abcd}$ so defined are unnormalized. The state $\sum\langle j_am_aj_bm_b|JM\rangle a^\dagger_\alpha a^\dagger_\beta|0\rangle$ has squared norm $1+\delta_{ab}(-1)^J$, because exchange of two equal half-integer momenta gives $(-1)^{2j-J}$ and anticommutation a further $-1$. Normalized elements are $V^J_{abcd}/\sqrt{(1+\delta_{ab})(1+\delta_{cd})}$.

One identity carries the hole phase:
$$s_\beta s_{\beta'}\,g_{\bar\beta'\bar\beta}=-g_{\beta\beta'}.\tag{2}$$
For $j_z$ it says that $\bar\beta$ has projection $-m$. For $j_+$ take $m=m'+1$, so $g_{\beta\beta'}=\sqrt{(j-m')(j+m'+1)}$. The element $g_{\bar\beta'\bar\beta}$ raises $-m'-1$ to $-m'$ and equals $\sqrt{(j+m'+1)(j-m')}$, the same number, while $s_\beta s_{\beta'}=-1$. The case $j_-$ is the transpose. For $G=\sum g_{\kappa\lambda}a^\dagger_\kappa a_\lambda$ one has $[G,a^\dagger_\beta]=\sum a^\dagger_{\beta'}g_{\beta'\beta}$ and $[G,a_\kappa]=-\sum g_{\kappa\lambda}a_\lambda$. With $\tilde a_\beta=s_\beta a_{\bar\beta}$,
$$[G,\tilde a_\beta]=-\sum_{\beta'}s_\beta s_{\beta'}g_{\bar\beta\bar\beta'}\tilde a_{\beta'}=\sum_{\beta'}\tilde a_{\beta'}g_{\beta'\beta},$$
so $\tilde a$ transforms like $a^\dagger$. Let $|\Phi\rangle$ be a determinant of completely filled orbits, so that $G|\Phi\rangle=0$. For $a$ empty and $b$ filled, the states
$$|ab^{-1};JM\rangle=Q^\dagger_{JM}(ab)|\Phi\rangle,\qquad Q^\dagger_{JM}(ab)=\sum\langle j_am_aj_bm_b|JM\rangle a^\dagger_\alpha\tilde a_\beta$$
then have good $J,M$ and are orthonormal. If the core has an open orbit, $G|\Phi\rangle\neq0$ in general, the core momentum must be coupled too, and what follows does not apply.

Normal ordering relative to $|\Phi\rangle$ gives $V=E_0+\sum f_{\alpha\gamma}{:}a^\dagger_\alpha a_\gamma{:}+W$, with $f_{\alpha\gamma}=\sum_\iota V_{\alpha\iota\gamma\iota}$ and $E_0=\frac12\sum_{\iota\kappa}V_{\iota\kappa\iota\kappa}$ summed over filled states, and $W=\frac14\sum V_{1234}{:}a_1^\dagger a_2^\dagger a_4a_3{:}$. The field $f$ is scalar, $f_{\alpha\gamma}=f_{ac}\,\delta_{j_aj_c}\delta_{m_am_c}$, and contributes $\delta_{bd}f_{ac}-\delta_{ac}f_{db}$; the minus sign comes from ${:}a^\dagger_\kappa a_\lambda{:}=-a_\lambda a^\dagger_\kappa$ for filled states. The claim concerns $W$:
$$\langle ab^{-1};JM|W|cd^{-1};\tilde J\tilde M\rangle=\delta_{J\tilde J}\delta_{M\tilde M}(PV)^J_{abcd},$$
$$(PX)^J_{abcd}=-\sum_{J'}(2J'+1)\begin{Bmatrix}j_a&j_b&J\\ j_c&j_d&J'\end{Bmatrix}X^{J'}_{adcb},\qquad P^2=1.\tag{3}$$
The self-inverse object is the map $P$ on whole arrays, including the exchange $b\leftrightarrow d$. Below, $\bar V=PV$.

Both derivations use the 3j symbol, defined by
$$\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\hat J\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix},$$
with its standard symmetries: it is unchanged by cyclic permutation of columns, and it is multiplied by $(-1)^{j_1+j_2+J}$ when two columns are exchanged or all projections are reversed. It is written inline as $(j_1j_2J;m_1m_2\,{-M})$.

## First derivation: contractions and a sum over projections

The bra of $a^\dagger_\alpha\tilde a_\beta|\Phi\rangle$ is $s_\beta\langle\Phi|a^\dagger_{\bar\beta}a_\alpha$. By Wick's theorem, in $\langle\Phi|a^\dagger_{\bar\beta}a_\alpha\,W\,a^\dagger_\gamma a_{\bar\delta}|\Phi\rangle$ each operator of $W$ contracts with an outer operator. The creators must be $\alpha$ and $\bar\delta$, the annihilators $\gamma$ and $\bar\beta$. The four assignments are equal by antisymmetry and cancel the factor $\frac14$. The one with $1234=\alpha\bar\delta\gamma\bar\beta$ is
$$V_{\alpha\bar\delta\gamma\bar\beta}\,\langle\Phi|a^\dagger_{\bar\beta}\,a_\alpha\,{:}a^\dagger_\alpha\,a^\dagger_{\bar\delta}\,a_{\bar\beta}\,a_\gamma{:}\,a^\dagger_\gamma\,a_{\bar\delta}|\Phi\rangle .$$
The pairs $a_\alpha a^\dagger_\alpha$ and $a_\gamma a^\dagger_\gamma$ are adjacent and give $+1$. What remains is $a^\dagger_{\bar\beta}a^\dagger_{\bar\delta}a_{\bar\beta}a_{\bar\delta}$, whose two contractions cross; one transposition uncrosses them and gives $-1$. The uncoupled element is $(PV)_{\alpha\beta\gamma\delta}$, where for any array
$$(PX)_{\alpha\beta\gamma\delta}=-s_\beta s_\delta X_{\alpha\bar\delta\gamma\bar\beta}.\tag{4}$$
The phase choice $(-1)^{j-m}$ for the hole reverses both $s_\beta$ and $s_\delta$ and leaves (4) unchanged.

The map (4) preserves scalars. For $Y=PX$, identity (2) gives
$$\sum_{\beta'}g_{\beta\beta'}Y_{\alpha\beta'\gamma\delta}=+s_\beta s_\delta\sum_{\beta'}X_{\alpha\bar\delta\gamma\bar\beta'}g_{\bar\beta'\bar\beta},\qquad-\sum_{\delta'}Y_{\alpha\beta\gamma\delta'}g_{\delta'\delta}=-s_\beta s_\delta\sum_{\delta'}g_{\bar\delta\bar\delta'}X_{\alpha\bar\delta'\gamma\bar\beta}.$$
The terms acting on $\alpha$ and $\gamma$ carry the plain factor $-s_\beta s_\delta$. The commutator of $Y$ is thus $-s_\beta s_\delta$ times the commutator of $X$ at indices $\alpha\bar\delta\gamma\bar\beta$, which vanishes. So $PX$ has the form (1), which supplies $\delta_{J\tilde J}\delta_{M\tilde M}$ and permits an average over $M$. Inverting (1) for $PX$ by orthonormality of the coefficients and inserting (1) for $X$,
$$(PX)^J_{abcd}=-\sum_{J'}S_{JJ'}X^{J'}_{adcb},$$
$$S_{JJ'}=\frac1{2J+1}\sum s_\beta s_\delta\langle j_am_aj_bm_b|JM\rangle\langle j_cm_cj_dm_d|JM\rangle\langle j_am_aj_d\,{-m_d}|J'M'\rangle\langle j_cm_cj_b\,{-m_b}|J'M'\rangle,$$
summed over all projections. Conversion to 3j symbols gives the factor $(2J+1)(2J'+1)$ and, together with $s_\beta s_\delta$, the exponent
$$(j_a-j_b+M)+(j_c-j_d+M)+(j_a-j_d+M')+(j_c-j_b+M')+j_b+m_b+j_d+m_d .$$
Here $2M$, $2M'$ and $2j_a+2j_c$ are even, leaving $-j_b-j_d+m_b+m_d$, an integer whose sign may be reversed. Hence $S_{JJ'}=(2J'+1)\Sigma$, with
$$\Sigma=\sum(-1)^{j_b-m_b+j_d-m_d}(j_aj_bJ;m_am_b\,{-M})(j_cj_dJ;m_cm_d\,{-M})(j_aj_dJ';m_a\,{-m_d}\,{-M'})(j_cj_bJ';m_c\,{-m_b}\,{-M'}).\tag{5}$$

In this derivation the 6j symbol is defined as
$$\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum(-1)^{\sum_k(j_k-m_k)}(j_1j_2j_3;{-m_1}\,{-m_2}\,{-m_3})(j_1j_5j_6;m_1\,{-m_5}\,m_6)(j_4j_2j_6;m_4m_2\,{-m_6})(j_4j_5j_3;{-m_4}\,m_5m_3).$$
Set $j_1,\dots,j_6=j_a,j_b,J,j_c,j_d,J'$ and $m_1,\dots,m_6=-m_a,-m_b,M,m_c,-m_d,M'$. The first and third factors are then those of (5). The second and fourth have all projections reversed and cost $(-1)^{j_a+j_d+J'}$ and $(-1)^{j_c+j_d+J}$. The total exponent is
$$2j_a+2j_c+2J+2J'+j_b+3j_d+m_a+m_b-m_c+m_d-M-M'.$$
The first four terms add to an even number. With $M=m_a+m_b$ and $M'=m_c-m_b$ the projections reduce to $m_b+m_d-2m_c$. Subtracting $-j_b-j_d+m_b+m_d$ leaves $2j_b+4j_d-2m_c$, odd plus even minus odd, which is even. So $\Sigma$ equals the 6j symbol of (3) with sign $+1$.

The involution follows from (4) applied twice:
$$(P^2X)_{\alpha\beta\gamma\delta}=-s_\beta s_\delta(PX)_{\alpha\bar\delta\gamma\bar\beta}=s_\beta s_{\bar\beta}\,s_\delta s_{\bar\delta}\,X_{\alpha\beta\gamma\delta}=(-1)^{2j_b+2j_d}X_{\alpha\beta\gamma\delta}=X_{\alpha\beta\gamma\delta}.$$
Each hole index returns with the factor $(-1)^{2j}=-1$, and the two cancel. Antisymmetry of $X$ is not used. This matters, because $PV$ need not be antisymmetric: (4) pairs its first index with its fourth in $V$, so nothing relates $\alpha\beta$ to $\beta\alpha$.

The coupled form of $P^2=1$ needs one symmetry. In (5), exchange $b\leftrightarrow d$ and $J\leftrightarrow J'$ and rename $m_b\to-m_b$, $m_d\to-m_d$. The four factors are permuted, and the phase changes by $(-1)^{2m_b+2m_d}=+1$. Thus $\{j_aj_dJ';j_cj_bJ\}=\{j_aj_bJ;j_cj_dJ'\}$. Since the $X^{J''}_{abcd}$ are arbitrary, $P^2=1$ reads
$$\sum_{J'}(2J'+1)(2J''+1)\begin{Bmatrix}j_a&j_b&J\\ j_c&j_d&J'\end{Bmatrix}\begin{Bmatrix}j_a&j_b&J''\\ j_c&j_d&J'\end{Bmatrix}=\delta_{JJ''},$$
for $J,J''$ allowed by both triangles $(j_aj_bJ)$ and $(j_cj_dJ)$. This is Racah's orthogonality relation, obtained here for four half-integer momenta.

## Second derivation: recoupling the operator

Here the operator is rewritten, and matrix elements come last. Between one-particle one-hole states, a term of $W$ contributes if it removes one particle and one hole and creates one of each; the other terms change the number of pairs or need two particles or two holes to act on. The four equal orderings again cancel $\frac14$, and (1) gives, with $a,c$ empty and $b,d$ filled,
$$W_{ph}=\sum_{abcd,J'}V^{J'}_{adcb}B_{J'},\qquad B_{J'}=\sum\langle j_am_aj_d\mu_d|J'M'\rangle\langle j_cm_cj_b\mu_b|J'M'\rangle\,{:}a^\dagger_{am_a}a^\dagger_{d\mu_d}a_{b\mu_b}a_{cm_c}{:}$$
The target is $C_J=\sum_MQ^\dagger_{JM}(ab)Q_{JM}(cd)$, with $Q_{JM}(cd)=\sum\langle j_cm_cj_dm_d|JM\rangle s_\delta a^\dagger_{\bar\delta}a_\gamma$. Both will be written as three momenta $j_a,j_b,j_d$ coupled to $j_c,m_c$. The tool is
$$\langle j_cm_cj\mu|JM\rangle=(-1)^{j+\mu}\frac{\hat J}{\hat j_c}\langle j\,{-\mu}\,JM|j_cm_c\rangle.\tag{6}$$
To prove it, write the right coefficient as $(-1)^{j-J+m_c}\hat j_c(jJj_c;{-\mu}\,M\,{-m_c})$. A cyclic permutation and a reversal of projections turn it into $(-1)^{2j+j_c+m_c}\hat j_c(j_cjJ;m_c\mu\,{-M})$. The left side has exponent $j_c-j+m_c+\mu$. The difference is $-3j+\mu$, which equals $j+\mu$ up to the even number $4j$.

Define the word $\Omega=a^\dagger_{am_a}\tilde a_{bm_b}a^\dagger_{d\mu_d}a_{cm_c}$, which is normal ordered, since $\tilde a_b$ creates a hole and $a^\dagger_d$ removes one. In $B_{J'}$ put $m_b=-\mu_b$. Then $(-1)^{j_b+\mu_b}a_{b\mu_b}=(-1)^{2\mu_b}\tilde a_{bm_b}=-\tilde a_{bm_b}$, and ${:}a^\dagger_aa^\dagger_d\tilde a_ba_c{:}=-\Omega$ by one anticommutation. The two signs cancel:
$$B_{J'}=\frac{\hat J'}{\hat j_c}\sum\langle j_am_aj_d\mu_d|J'M'\rangle\langle j_bm_bJ'M'|j_cm_c\rangle\,\Omega .$$
In $C_J$ put $\mu_d=-m_d$. The phase from (6) is $s_\delta$, and $s_\delta^2=1$:
$$C_J=\frac{\hat J}{\hat j_c}\sum\langle j_am_aj_bm_b|JM\rangle\langle j_d\mu_dJM|j_cm_c\rangle\,\Omega .$$
The coefficients are the components of two families of vectors in $j_a\otimes j_b\otimes j_d$, written $|[b,(ad)J']c\rangle$ and $|[d,(ab)J]c\rangle$. Each family is an orthonormal basis of the subspace with total momentum $j_c,m_c$. Their real overlap
$$R^{abcd}_{JJ'}=\langle[d,(ab)J]c\,|\,[b,(ad)J']c\rangle$$
does not depend on $m_c$, since the ladder operators act alike on both. Expanding one basis in the other gives $B_{J'}=\sum_J(\hat J'/\hat J)R^{abcd}_{JJ'}C_J$. Because $Q_{JM}(cd)$ returns $|cd^{-1};JM\rangle$ to $|\Phi\rangle$ and annihilates the other one-particle one-hole states, the coefficient of $C_J$ is the matrix element:
$$\bar V^J_{abcd}=\sum_{J'}\frac{\hat J'}{\hat J}R^{abcd}_{JJ'}V^{J'}_{adcb}.\tag{7}$$

The involution needs no value of $R$. Exchanging $b\leftrightarrow d$ exchanges bra and ket, so $R^{adcb}_{J'J}=R^{abcd}_{JJ'}$. Take (7) as the definition of $P$ for any set of numbers $X^J$. Then completeness of the $J'$ basis gives
$$(P^2X)^J_{abcd}=\sum_{J'J''}\frac{\hat J'}{\hat J}\frac{\hat J''}{\hat J'}R^{abcd}_{JJ'}R^{abcd}_{J''J'}X^{J''}_{abcd}=X^J_{abcd}.$$
Two bases of one space have equal size, so the number of $J$ allowed for $(ab),(cd)$ equals the number of $J'$ allowed for $(ad),(cb)$. When $j_b=j_d$ the two ranges coincide, and the matrix $(\hat J'/\hat J)R$ squares to unity by itself.

In this derivation the 6j symbol is defined by recoupling,
$$\langle[(12)J_{12},3]j\,|\,[1,(23)J_{23}]j\rangle=(-1)^{j_1+j_2+j_3+j}\hat J_{12}\hat J_{23}\begin{Bmatrix}j_1&j_2&J_{12}\\j_3&j&J_{23}\end{Bmatrix}.$$
Take $1,2,3=b,a,d$; the ket is then that of $R$. Two exchanges of coupling order bring the bra of $R$ to the required form, $[d,(ab)J]c=(-1)^{j_d+J-j_c}(-1)^{j_a+j_b-J}[(ba)J,d]c$. The total exponent is $2j_a+2j_b+2j_d$, which is odd, so
$$R^{abcd}_{JJ'}=-\hat J\hat J'\begin{Bmatrix}j_b&j_a&J\\j_d&j_c&J'\end{Bmatrix}.$$
Exchange of the first two columns turns (7) into (3).

## What each derivation assumes

Both need a closed-shell core, a scalar antisymmetrized $V$, half-integer $j$ and the 3j symmetries. If $V$ is not scalar, (4) still holds but (1) does not, and there is no $V^J$ to transform.

The first takes Wick's theorem and the four-3j definition, and orthogonality comes out. Its involution is an identity for uncoupled arrays, scalar or not, and the minus sign has a single source, the crossed contraction. The second takes anticommutation inside a normal product and the recoupling definition. Orthogonality goes in, as completeness of coupled bases, and diagonality in $J,M$ is evident from $C_J$. Its sign is less transparent: the anticommutation sign cancels against $(-1)^{2\mu_b}$ and reappears as $(-1)^{2j_a+2j_b+2j_d}$.

The last step of the second derivation used a column exchange, which the first can supply. Exchange $a\leftrightarrow b$, $c\leftrightarrow d$ in (5). Restoring the column order in all four factors, reversing projections in the last two and renaming $M'\to-M'$ reproduces the factors of (5) at the cost $(-1)^{j_a+j_b+j_c+j_d}$. The exponent then differs from that of (5) by $2j_a+2j_c-(m_a-m_d)-(m_c-m_b)=2j_a+2j_c-2M'$, which is even. The four-3j symbol is thus unchanged by the exchange. Both derivations compute the same element for freely chosen $V^{J'}_{adcb}$, so the two definitions give the same symbol for these arguments.

One consequence shows what survives of the opening guess. The trace of (4) over $\alpha\beta=\gamma\delta$ in orbits $a,b$, with $s_\beta^2=1$, gives $\sum_J(2J+1)\bar V^J_{abab}=-\sum_J(2J+1)V^J_{abab}$. If $V^J_{abab}=v$ for all $J$, the array is $v$ times the unit matrix, (4) gives $-v$ times the unit matrix, and $\sum_{J'}(2J'+1)\{j_aj_bJ;j_aj_bJ'\}=1$. The centroid changes sign; the splittings are reshuffled. In particle-hole elements $a\ne d$ and $c\neq b$, so normalized and unnormalized inputs agree; the factors $\sqrt{1+\delta}$ enter when $P$ acts on an array with unrestricted indices.

## Magnesium, $3s\to3p$

The orbitals come from a nonrelativistic restricted Hartree–Fock calculation in the cc-pVDZ basis, with $3p$ the lowest empty $p$ shell, coupled as $[l,\frac12]j$. Five decimals are kept to follow the arithmetic, and last digits may differ by rounding. One finds $\varepsilon_{3s}=-1.10303$ aJ, $\varepsilon_{3p}=0.19543$ aJ, a gap of $1.29847$ aJ, and Coulomb integrals $F=(3s3s|3p3p)=0.92245$ aJ, $K=(3s3p|3s3p)=0.16424$ aJ. These are values for this basis only. The empty Hartree–Fock $p$ orbital sees a neutral atom and spreads as the basis allows. In cc-pVTZ, cc-pVQZ and aug-cc-pVTZ, $F$ is $0.841$, $0.737$ and $0.450$ aJ, $K$ is $0.132$, $0.096$ and $0.026$ aJ, and $\varepsilon_{3p}$ is $0.160$, $0.126$ and $0.061$ aJ, while $\varepsilon_{3s}$ moves by less than $0.001$ aJ. The numbers serve to illustrate (3), which holds for any $F$ and $K$.

Since $3s$ is spherical, both integrals are diagonal in $m_l$ and independent of it. The exchange term swaps the spins, so the pair matrix is $F-K+2K\Pi$, where $\Pi$ projects on the spin singlet. The singlet has $J'=1$ and, for $M'=1$, is $|m_l{=}1\rangle(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$, the $p$ spin first. The state $|p_{3/2}s;11\rangle=\frac{\sqrt3}2|\frac32\rangle\!\downarrow-\frac12|\frac12\rangle\!\uparrow$ contains $|1\!\uparrow\rangle\!\downarrow$ with $\frac{\sqrt3}2$ and $|1\!\downarrow\rangle\!\uparrow$ with $-\frac1{2\sqrt3}$, so its overlap is $\sqrt{2/3}$. The state $|p_{1/2}s;11\rangle$ contains $|1\!\downarrow\rangle\!\uparrow$ with $\sqrt{2/3}$, so its overlap is $-\sqrt{1/3}$. For $p_{3/2}s$ this gives $V^1=F+K/3=0.97719$ aJ and $V^2=F-K=0.75821$ aJ; for $p_{1/2}s$, $V^0=0.75821$ aJ and $V^1=F-K/3=0.86770$ aJ; the mixed element is $-2\sqrt2K/3=-0.15484$ aJ.

The 6j values follow from (4). For $p_{3/2}s$ the stretched state $J=M=2$ has $\bar V^2=-V_{\alpha\bar\beta\alpha\bar\beta}$ with projections $\frac32,-\frac12$, whose squared coefficients are $\frac34$ for $J'=1$ and $\frac14$ for $J'=2$. The symbols are therefore $\frac14$ and $\frac1{20}$. The $J\leftrightarrow J'$ symmetry and the sum rule $3u+\frac54=1$ give $u=-\frac1{12}$ for $J=J'=1$. Then
$$\bar V^1=0.25(0.97719)-1.25(0.75821)=-0.70347\ \text{aJ},$$
$$\bar V^2=-0.75(0.97719)-0.25(0.75821)=-0.92245\ \text{aJ}.$$
The same matrix applied again gives $0.25(-0.70347)-1.25(-0.92245)=0.97719$ aJ and $-0.75(-0.70347)-0.25(-0.92245)=0.75821$ aJ, the inputs. The centroids, weighted $3:5$, are $+0.84033$ aJ and $-0.84033$ aJ.

For $p_{1/2}s$ the stretched state $J=1$ has squared coefficients $\frac12,\frac12$ for $J'=0,1$, so the symbols are $\frac12$ and $\frac16$. The $J\leftrightarrow J'$ symmetry gives $\frac12$ for $J=0$, $J'=1$, and the sum rule $w+\frac32=1$ gives $w=-\frac12$ for $J=J'=0$. The coefficients $-(2J'+1)\{\cdots\}$ in (3) are therefore $-\frac12,-\frac12$ for $J=1$ and $+\frac12,-\frac32$ for $J=0$. So $\bar V^0=0.5(0.75821)-1.5(0.86770)=-0.92245$ aJ and $\bar V^1=-0.5(0.75821+0.86770)=-0.81296$ aJ. For the mixed element take all projections $+\frac12$ in (4): the left side is $-\frac12\bar V^1$ and the right side is $-\frac1{\sqrt2}\frac1{\sqrt2}V^1$. Hence $\bar V^1=V^1=-0.15484$ aJ, with no change of sign, and the symbol is $-\frac13$.

In symbols the $J=1$ diagonal elements are $-F+\frac43K$ and $-F+\frac23K$, so the block is $-F+2K\Pi$, with eigenvalues $-F=-0.92245$ aJ and $-F+2K=-0.59397$ aJ. The value $-F$ occurs at $J=0,1,2$, the unsplit ${}^3P$ term of a spin-independent Hamiltonian. With Hartree–Fock orbitals the one-body terms add the gap, giving $0.37602$ aJ ($2.35$ eV) for ${}^3P$ and $0.70449$ aJ ($4.40$ eV) for ${}^1P$. These single-configuration values inherit the basis dependence of the empty orbital: they become $2.64$ and $4.28$ eV in cc-pVTZ, $3.08$ and $4.27$ eV in cc-pVQZ, and $4.46$ and $4.78$ eV in aug-cc-pVTZ.

Building the matrix $(\varepsilon_a-\varepsilon_b)\delta_{ac}\delta_{bd}+\bar V^J_{abcd}$ for all empty and filled orbits of the basis and diagonalizing it, which is configuration interaction with single excitations, gives $0.30191$ aJ ($1.88$ eV) and $0.70398$ aJ ($4.39$ eV). Each is the lowest state of its term symmetry, so enlarging the configuration space in a fixed basis cannot raise it. In cc-pVDZ the triplet falls by $0.07411$ aJ and the singlet by $0.00051$ aJ; in cc-pVQZ the drops are $0.192$ and $0.012$ aJ, and in aug-cc-pVTZ $0.414$ and $0.094$ aJ. The diagonalized energies are far less sensitive: in cc-pVQZ and aug-cc-pVTZ the triplet stays at $1.88$ eV and the singlet moves to $4.20$ eV. Double excitations matter more for the triplet. Full configuration interaction of the two valence electrons over a frozen core gives $2.64$ and $4.60$ eV in cc-pVDZ and $2.61$ and $4.32$ eV in cc-pVQZ. Core correlation and spin-orbit coupling are omitted as well. All this limits the energies as predictions and leaves (3) untouched.
